# Multiple-Scattering X-ray Absorption Formula for Muffin-Tin Potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: the absorption rate, free waves and one sphere

### Definitions and conventions

An X-ray photon of angular frequency $\omega$ lifts an electron from a core orbital $\phi_c$ of energy $E_c$ to a state of energy $E=E_c+\hbar\omega$. The excited electron moves in a fixed potential $V$, which may include the effect of the core hole, and its interaction with the other electrons enters through $V$ alone. The final state at $E$ is taken to be empty.

The potential has muffin-tin form. Finitely many spheres with centres $\mathbf R_i$ and radii $a_i$ do not overlap. Inside sphere $i$ the potential is a real function $v_i(r_i)$ of the distance from its centre, where $\mathbf r_i=\mathbf r-\mathbf R_i$. Between and outside the spheres it is zero, which fixes the zero of energy. The absorber is sphere 0, with $\mathbf R_0=0$, and $\phi_c$ is real and lies inside it. We consider $E>0$ and write

$$E=\frac{\hbar^2k^2}{2m},\qquad k>0,\qquad U=\frac{2mV}{\hbar^2}.$$

The label $L$ stands for $(l,\mu)$, and $Y_L$ is a real, orthonormal spherical harmonic. The spherical Bessel functions are $j_l$ and $n_l$, with $j_0(x)=\sin x/x$ and $n_0(x)=-\cos x/x$, and $h_l=j_l+in_l$. At large $x$ the function $h_l(x)$ tends to $(-i)^{l+1}e^{ix}/x$, which is an outgoing wave for the time factor $e^{-iEt/\hbar}$. Two abbreviations are used throughout:

$$j_L(\mathbf r)=j_l(kr)Y_L(\hat{\mathbf r}),\qquad \tilde h_L(\mathbf r)=-ik\,h_l(kr)Y_L(\hat{\mathbf r}).$$

The factor $-ik$ in $\tilde h_L$ determines the sign and the unit of the scattering matrices below.

### From the golden rule to a Green function

Let the light have the electric field $\mathcal E_0\boldsymbol\varepsilon\cos\omega t$, with a real unit vector $\boldsymbol\varepsilon$. In the dipole approximation the field is uniform over the core orbital. An electron of charge $-e$ then has the extra energy $e\mathcal E_0\,\boldsymbol\varepsilon\cdot\mathbf r\cos\omega t$. Half of the cosine, the part with $e^{-i\omega t}$, causes absorption. The golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\,\frac{e^2\mathcal E_0^2}{4}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|c\rangle|^2\,\delta(E_f-E_c-\hbar\omega).$$

The cross-section is the absorbed power $\hbar\omega W$ divided by the mean intensity $\epsilon_0c\,\mathcal E_0^2/2$. The prefactor becomes $\pi e^2\omega/(\epsilon_0c)$. With the fine-structure constant $\alpha=e^2/(4\pi\epsilon_0\hbar c)$ this is $4\pi^2\alpha\hbar\omega$, so that

$$\sigma=4\pi^2\alpha\hbar\omega\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|c\rangle|^2\,\delta(E_f-E).\tag{1}$$

This is the cross-section per core electron.

The sum over final states can be replaced by a Green function. Let $H$ be the Hamiltonian of the excited electron and $\mathcal G=(E+i0-H)^{-1}$. Inserting the eigenstates of $H$ and using $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, we find

$$\mathrm{Im}\,\langle c|\boldsymbol\varepsilon\cdot\mathbf r\,\mathcal G\,\boldsymbol\varepsilon\cdot\mathbf r|c\rangle=-\pi\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|c\rangle|^2\,\delta(E-E_f).$$

The equation $(E-H)\mathcal G=\delta(\mathbf r-\mathbf r')$ contains $E-H=(\hbar^2/2m)(\nabla^2+k^2-U)$. We therefore set $\mathcal G=(2m/\hbar^2)\,g$, where

$$(\nabla^2+k^2-U)\,g(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\tag{2}$$

and $g$ is outgoing at large distance. Equation (1) becomes

$$\sigma=-\frac{8\pi\alpha m\omega}{\hbar}\,\mathrm{Im}\iint \phi_c(\mathbf r)\,\boldsymbol\varepsilon\cdot\mathbf r\;g(\mathbf r,\mathbf r')\;\boldsymbol\varepsilon\cdot\mathbf r'\,\phi_c(\mathbf r')\,d^3r\,d^3r'.\tag{3}$$

Both points lie in the absorbing sphere, because $\phi_c$ does. The neighbours enter through the waves that they send back to that sphere. The remaining task is to find $g$ there.

### The free Green function in spherical waves

For $U=0$ the outgoing solution of (2) is

$$g_0(\mathbf r,\mathbf r')=-\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}.$$

It satisfies the free wave equation away from $\mathbf r=\mathbf r'$, and near that point it behaves as $-1/(4\pi|\mathbf r-\mathbf r'|)$, whose Laplacian is the delta function.

To expand it about an origin, write $g_0=\sum_L g_l(r,r')Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')$. The radial factor obeys

$$\left[\frac1{r^2}\frac{d}{dr}r^2\frac{d}{dr}-\frac{l(l+1)}{r^2}+k^2\right]g_l=\frac{\delta(r-r')}{r^2}.$$

It must be regular at the origin and outgoing at infinity, so $g_l=A\,j_l(kr_<)h_l(kr_>)$, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $r'$. Integration across $r=r'$ shows that $r'^2$ times the jump of $dg_l/dr$ is one:

$$r'^2Ak\,[\,j_lh_l'-j_l'h_l\,]_{kr'}=1.$$

The combination $x^2(j_ln_l'-j_l'n_l)$ is constant, because both functions obey the same radial equation. Their large-$x$ forms $\sin(x-l\pi/2)/x$ and $-\cos(x-l\pi/2)/x$ give the constant the value one. Hence $j_lh_l'-j_l'h_l=i/x^2$, so $iA/k=1$ and $A=-ik$. The expansion is

$$g_0(\mathbf r,\mathbf r')=-ik\sum_L j_L(\mathbf r_<)\,h_l(kr_>)Y_L(\hat{\mathbf r}_>)=\sum_L j_L(\mathbf r_<)\,\tilde h_L(\mathbf r_>).\tag{4}$$

### The free propagator between two centres

Now let $\mathbf r$ be near centre $i$ and $\mathbf r'$ near another centre $j$. Put $\mathbf R_{ij}=\mathbf R_i-\mathbf R_j$ and $\mathbf s=\mathbf r'_j-\mathbf r_i$, so that $\mathbf r-\mathbf r'=\mathbf R_{ij}-\mathbf s$. If $r_i+r'_j<R_{ij}$, then $s<R_{ij}$, and (4) applies with the two points $\mathbf s$ and $\mathbf R_{ij}$:

$$g_0=-ik\sum_{L''}j_{L''}(\mathbf s)\,h_{l''}(kR_{ij})Y_{L''}(\hat{\mathbf R}_{ij}).\tag{5}$$

For two points in different non-overlapping spheres the condition is met.

The function $j_{L''}(\mathbf s)$ must be separated into functions of $\mathbf r_i$ and $\mathbf r'_j$. We use the plane-wave expansion, with $\mathbf q=k\hat{\mathbf q}$,

$$e^{i\mathbf q\cdot\mathbf s}=4\pi\sum_L i^l j_L(\mathbf s)Y_L(\hat{\mathbf q}).$$

Multiplication by $Y_{L''}(\hat{\mathbf q})$ and integration over directions isolates one term:

$$j_{L''}(\mathbf s)=\frac{i^{-l''}}{4\pi}\int d\hat{\mathbf q}\,Y_{L''}(\hat{\mathbf q})\,e^{i\mathbf q\cdot\mathbf r'_j}\,e^{-i\mathbf q\cdot\mathbf r_i}.$$

Each exponential is expanded in the same way. The one with the minus sign carries $(-i)^l=i^{-l}$. With $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf q}$ the result is

$$j_{L''}(\mathbf s)=4\pi\sum_{LL'}i^{\,l'-l-l''}C_{LL'L''}\,j_L(\mathbf r_i)\,j_{L'}(\mathbf r'_j).$$

Under inversion the integrand of $C_{LL'L''}$ acquires the sign $(-1)^{l+l'+l''}$, so $C$ vanishes unless $l+l'+l''$ is even. In the surviving terms $i^{\,l'-l-l''}=i^{\,l+l''-l'}$, since the ratio of the two is $(-1)^{l'-l-l''}=1$. Insertion in (5) gives

$$g_0(\mathbf r,\mathbf r')=\sum_{LL'}j_L(\mathbf r_i)\,G^{ij}_{LL'}\,j_{L'}(\mathbf r'_j),\tag{6}$$

$$G^{ij}_{LL'}=-4\pi ik\sum_{L''}i^{\,l+l''-l'}C_{LL'L''}\,h_{l''}(kR_{ij})\,Y_{L''}(\hat{\mathbf R}_{ij}),\qquad i\ne j.\tag{7}$$

We define $G^{ii}=0$. The matrix is symmetric, $G^{ij}_{LL'}=G^{ji}_{L'L}$, because $g_0$ does not change when its two points are exchanged.

A second reading of (6) is needed later. For sufficiently small $r'_j$, expansion (4) about centre $j$ gives $g_0=\sum_{L'}\tilde h_{L'}(\mathbf r_j)\,j_{L'}(\mathbf r'_j)$. Comparing the factors of each $j_{L'}(\mathbf r'_j)$ with (6), we obtain

$$\tilde h_{L'}(\mathbf r_j)=\sum_L j_L(\mathbf r_i)\,G^{ij}_{LL'},\qquad r_i<R_{ij}.\tag{8}$$

An outgoing wave leaving site $j$ is thus a sum of regular waves about site $i$, and $G^{ij}$ holds the coefficients. The receiving site is the first index. The numerical check confirms (8) for a general direction.

At large separation (7) simplifies. When $kR_{ij}$ is much larger than the squares of the angular momenta involved, $h_{l''}$ may be replaced by its asymptotic form. The factors $i^{l''}$ and $(-i)^{l''}$ cancel, the remaining factors give $-4\pi ik(-i)/(kR_{ij})=-4\pi/R_{ij}$, and $\sum_{L''}C_{LL'L''}Y_{L''}=Y_LY_{L'}$. Therefore

$$G^{ij}_{LL'}\simeq-4\pi\,i^{\,l-l'}\,\frac{e^{ikR_{ij}}}{R_{ij}}\,Y_L(\hat{\mathbf R}_{ij})\,Y_{L'}(\hat{\mathbf R}_{ij}).\tag{9}$$

To this order a wave with a node along the line to the other site does not reach it.

### Scattering by one sphere

Inside a single sphere of radius $a$ the radial function obeys

$$\left[\frac1{r^2}\frac{d}{dr}r^2\frac{d}{dr}-\frac{l(l+1)}{r^2}-\frac{2mv(r)}{\hbar^2}+k^2\right]R_l(r)=0.$$

The solution that is regular at the centre is unique up to a factor. Outside the sphere it must be a combination of $j_l$ and $n_l$. Since $v$ is real, the combination can be taken as a constant times $\cos\delta_l\,j_l-\sin\delta_l\,n_l$ with a real phase shift $\delta_l$. Let $\gamma_l=R_l'(a)/R_l(a)$ be the logarithmic derivative from inside. Continuity of value and slope requires

$$\gamma_l(\cos\delta_l\,j_l-\sin\delta_l\,n_l)=k(\cos\delta_l\,j_l'-\sin\delta_l\,n_l'),$$

with the Bessel functions taken at $ka$. Solving for the phase shift,

$$\tan\delta_l=\frac{k\,j_l'(ka)-\gamma_l\,j_l(ka)}{k\,n_l'(ka)-\gamma_l\,n_l(ka)}.\tag{10}$$

For $l$ well above $ka$ the function $j_l(ka)$ is very small and $n_l(ka)$ very large, so $\delta_l$ is small unless the denominator nearly vanishes, as it does at a resonance. This is why a modest angular-momentum cutoff can suffice.

We fix the factor in $R_l$ by giving the incident part $j_l$ the coefficient one. The identity $e^{i\delta}(\cos\delta-i\sin\delta)=1$ gives $e^{i\delta}\cos\delta=1+ie^{i\delta}\sin\delta$. Hence

$$e^{i\delta_l}(\cos\delta_l\,j_l-\sin\delta_l\,n_l)=j_l+ie^{i\delta_l}\sin\delta_l\,(j_l+in_l).$$

In terms of the outgoing wave $-ikh_l$, the outer form is

$$R_l=j_l+t_l\,(-ikh_l),\qquad t_l=-\frac{1}{k}\,e^{i\delta_l}\sin\delta_l.\tag{11}$$

The number $t_l$ is a length. It is the amplitude of the scattered wave for unit incident wave. Its inverse is

$$\frac1{t_l}=-\frac{k(\cos\delta_l-i\sin\delta_l)}{\sin\delta_l}=-k\cot\delta_l+ik.\tag{12}$$

The imaginary part of $1/t_l$ is $k$ whatever the real potential may be.

Next define $Z_l=R_l/t_l$, which requires $t_l\ne0$. At and beyond the edge,

$$Z_l=(-k\cot\delta_l+ik)j_l-ik(j_l+in_l)=-k\cot\delta_l\,j_l+k\,n_l.\tag{13}$$

The imaginary terms cancel. Since the radial equation is real, $Z_l$ is real throughout the sphere. It is normalized to unit scattered amplitude, whereas $R_l$ has unit incident amplitude.

Two further solutions inside the sphere are defined by their value and slope at the edge: $H_l$ matches $-ikh_l$, and $J_l$ matches $j_l$. Both are in general irregular at the centre, and $J_l$ is real. By (13) and the definition of $Z_l$,

$$Z_l=\frac{J_l}{t_l}+H_l.\tag{14}$$

The Green function of a single sphere, for both points inside, is

$$g_1(\mathbf r,\mathbf r')=\sum_L R_l(r_<)H_l(r_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}').\tag{15}$$

It is regular at the centre and joins to outgoing waves. Its jump is correct if $r^2(R_lH_l'-R_l'H_l)=1$. This quantity is constant in $r$, so it may be evaluated at the edge. There $R_l=j_l+t_lH_l$, and the part $t_lH_l$ drops out. What remains is $r^2(-ik)\,k\,(j_lh_l'-j_l'h_l)=r^2(-ik^2)\,i/(kr)^2=1$, as required.

## Second half: the cluster and its absorption

### Symbols and results carried over

The electron has wave number $k$, and $\mathbf r_i=\mathbf r-\mathbf R_i$. The regular and outgoing free waves are $j_L(\mathbf r)=j_l(kr)Y_L$ and $\tilde h_L(\mathbf r)=-ikh_l(kr)Y_L$. By (8), $G^{ij}$ re-expands an outgoing wave from site $j$ in regular waves about site $i$. It is symmetric, and $G^{ii}=0$.

In each sphere $R_l$ matches $j_l+t_l(-ikh_l)$, with $1/t_l=-k\cot\delta_l+ik$. The real function $Z_l=R_l/t_l$ satisfies $Z_l=J_l/t_l+H_l$, where $J_l$ and $H_l$ match $j_l$ and $-ikh_l$ at the edge. The single-sphere Green function is $g_1=\sum_LR_l(r_<)H_l(r_>)Y_LY_L$. The absorption follows from $g$ in the absorber through (3). We write $Z_L(\mathbf r)=Z_l(r)Y_L(\hat{\mathbf r})$, and likewise $R_L$.

### The equations between the sites

Place a point source at $\mathbf r'$ in sphere 0. Equation (2) is equivalent to

$$g(\mathbf r,\mathbf r')=g_0(\mathbf r,\mathbf r')+\int g_0(\mathbf r,\mathbf x)\,U(\mathbf x)\,g(\mathbf x,\mathbf r')\,d^3x,$$

as one sees by applying $\nabla^2+k^2$. The integral is a sum over the spheres. When $\mathbf r$ lies outside all of them, (4) turns the contribution of sphere $j$ into outgoing waves from $\mathbf R_j$. The direct term $g_0(\mathbf r,\mathbf r')$ is an outgoing wave from site 0. Hence, between the spheres,

$$g(\mathbf r,\mathbf r')=\sum_j\sum_L\tilde h_L(\mathbf r_j)\,B^j_L.$$

The amplitudes $B^j_L$ depend on $\mathbf r'$. Near sphere $i$ the waves from all other sites are re-expanded with (8). They form an incident wave $\sum_Lj_L(\mathbf r_i)\,b^i_L$ with

$$b^i=\sum_{j\ne i}G^{ij}B^j.\tag{16}$$

Here $b^i$ and $B^j$ are columns in $L$. The re-expansion holds at the surface of sphere $i$, because $a_i<R_{ij}$.

For $i\ne0$ there is no source inside. The wave in the sphere is regular, so at the edge the incident and outgoing parts must stand in the ratio found in (11), which means $B^i=t^ib^i$.

In sphere 0 the difference $g-g_1$ has no source and is regular. It is therefore a sum $\sum_LR_L(\mathbf r)\,c_L$. At the edge, where $r>r'$,

$$g=\sum_L\left\{\tilde h_L(\mathbf r)\,R_L(\mathbf r')+c_L\,[\,j_L(\mathbf r)+t^0_l\tilde h_L(\mathbf r)\,]\right\}.$$

Comparison of the regular parts gives $c=b^0$. Comparison of the outgoing parts gives $B^0=R(\mathbf r')+t^0b^0$. With $R=t^0Z$, all sites obey the single rule

$$B^i=t^i\,[\,b^i+\delta_{i0}Z(\mathbf r')\,].\tag{17}$$

Divide by $t^i$ and insert (16):

$$\sum_j\left[(t^i)^{-1}\delta_{ij}-G^{ij}\right]B^j=\delta_{i0}\,Z(\mathbf r').$$

The solution is

$$B^i=\tau^{i0}Z(\mathbf r'),\qquad \tau=(t^{-1}-G)^{-1},\tag{18}$$

where $t$ is diagonal in site and angular momentum and the inverse is taken over both together. The matrix $\tau$ is the scattering path operator. Its block $\tau^{ij}$ gives the outgoing amplitude at site $i$ caused by a unit incident wave applied at site $j$, after all returns between the sites. The minus sign before $G$ comes from moving the incident wave (16) to the left side. It does not depend on the factor $-ik$ in the outgoing wave: another factor would multiply $t^{-1}$ and $G$ alike, provided both refer to the same outgoing wave.

The scattering path operator $\tau$ now gives the outgoing amplitudes at every site for a point source in the absorber. It remains to build the Green function inside the absorber from them, to derive the absorption cross-section, and to apply it to a worked cluster.
